# Summing jj exchange coefficients over spin-orbit partners

## 1. Definitions and conventions

Hartree atomic units are used, with speed of light $c$ and fine-structure constant $\alpha=1/c$. Electrons move in a central mean field and interact through the Coulomb repulsion $1/r_{12}$; the Breit interaction is left out. A four-component orbital is

$$\psi_{n\kappa m}(\mathbf r)=\frac1r\begin{pmatrix}P_{n\kappa}(r)\,\chi_{\kappa m}(\hat r)\\ iQ_{n\kappa}(r)\,\chi_{-\kappa m}(\hat r)\end{pmatrix},$$

with real $P$ and $Q$. Here $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. The label $l$ belongs to the large component.

The spinors $\chi_{\kappa m}$ are built from spherical harmonics with the Condon–Shortley phase and spin functions $\xi_\uparrow,\xi_\downarrow$:

$$\chi_{\kappa m}=u\,Y_{l,m-1/2}\,\xi_\uparrow+d\,Y_{l,m+1/2}\,\xi_\downarrow .$$

With $p=\sqrt{(l+m+\frac12)/(2l+1)}$ and $s=\sqrt{(l-m+\frac12)/(2l+1)}$, the weights are $(u,d)=(p,s)$ for $j=l+\frac12$ and $(u,d)=(-s,p)$ for $j=l-\frac12$.

The multipole operators are $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. A closed subshell has one $n$, $l$ and $j$, and all $2j+1$ values of $m$ occupied. The two subshells $j=l\pm\frac12$ are called partners; for $l=0$ there is one subshell, and sums over partners have one term.

**Statement.** For an electron in subshell $a$ and a closed subshell $b$, define

$$\Lambda_k(a,b)=(2j_b+1)\begin{pmatrix}j_a&k&j_b\\ \frac12&0&-\frac12\end{pmatrix}^2\quad\text{for } l_a+k+l_b \text{ even},$$

and $\Lambda_k=0$ for $l_a+k+l_b$ odd. The exchange energy is $-\sum_k\Lambda_kG^k(a,b)$, with $G^k$ defined in part 2. For either value of $j_a$,

$$\sum_{j_b=l_b\pm1/2}\Lambda_k(a,b)=(2l_b+1)\begin{pmatrix}l_a&k&l_b\\0&0&0\end{pmatrix}^2. \tag{1}$$

If both partners have the same $G^k$ with $a$, the integral can be taken out of the sum over $j_b$, and the nonrelativistic closed-shell coefficient remains. The identity (1) itself concerns angular factors and needs no assumption about the radial functions.

## 2. From the exchange integral to an angular sum

Let $X_a(b)$ be the magnitude of the exchange energy of one electron $a$ with closed subshell $b$:

$$X_a(b)=\sum_{m_b}\iint\frac{[\psi_a^\dagger\psi_b](\mathbf r_1)\,[\psi_b^\dagger\psi_a](\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

The multipole expansion of the repulsion is

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q C^k_q(\hat r_1)\,C^k_q(\hat r_2)^* .$$

The overlap density contains two angular products:

$$\psi_a^\dagger\psi_b=\frac1{r^2}\left(P_aP_b\,\chi_{\kappa_a}^\dagger\chi_{\kappa_b}+Q_aQ_b\,\chi_{-\kappa_a}^\dagger\chi_{-\kappa_b}\right),$$

because $(iQ_a)^*(iQ_b)=Q_aQ_b$. The two products are in fact equal, as the values at the north pole $\hat z$ help to show.

At the pole $Y_{l\mu}(\hat z)=\delta_{\mu0}\sqrt{(2l+1)/4\pi}$. For $m=\frac12$ only the upper spin survives. Its amplitude is $\sqrt{(l+1)/4\pi}$ for $j=l+\frac12$ and $-\sqrt{l/4\pi}$ for $j=l-\frac12$. Since $l+1$ in the first case and $l$ in the second both equal $j+\frac12$,

$$\chi_{\kappa,1/2}(\hat z)=\mp\sqrt{\frac{2j+1}{8\pi}}\;\xi_\uparrow ,\tag{2}$$

with the upper sign for $\kappa>0$ and the lower sign for $\kappa<0$.

The operator $\sigma\cdot\hat r$ commutes with the total angular momentum and changes parity. For given $j$, the two possible values of $l$ have opposite parity, so $\sigma\cdot\hat r\,\chi_{\kappa m}$ is a multiple of $\chi_{-\kappa m}$, with a factor independent of $m$. At the pole $\sigma\cdot\hat r=\sigma_z$ leaves $\xi_\uparrow$ unchanged, and (2) changes sign with $\kappa$. The factor is therefore $-1$:

$$\chi_{-\kappa m}=-\sigma\cdot\hat r\,\chi_{\kappa m}.$$

Since $(\sigma\cdot\hat r)^2=1$, this gives $\chi_{-\kappa_a}^\dagger\chi_{-\kappa_b}=\chi_{\kappa_a}^\dagger\chi_{\kappa_b}$. Both parts of the density share one angular factor. The angular integral for electron 1 is $\langle a m_a|C^k_q|b m_b\rangle$, taken between the $\chi$ spinors, and that for electron 2 is its complex conjugate. Hence

$$X_a(b)=\sum_kG^k(a,b)\sum_{m_b,q}\left|\langle a m_a|C^k_q|b m_b\rangle\right|^2, \tag{3}$$

$$G^k(a,b)=\iint\rho_{ab}(r_1)\frac{r_<^k}{r_>^{k+1}}\rho_{ab}(r_2)\,dr_1dr_2,\qquad \rho_{ab}=P_aP_b+Q_aQ_b .$$

## 3. The coefficient for one subshell

Couple the operator and the spinor of $b$ to total angular momentum $j,m$:

$$\Phi_{jm}=\sum_{q,m'}\langle kq\,j_bm'|jm\rangle\,C^k_q\,\chi_{\kappa_bm'} .$$

This function has parity $(-1)^{k+l_b}$. For given $j$, just one of $l=j\pm\frac12$ has that parity. Therefore $\Phi_{jm}=A_j\chi_{\kappa m}$ with that $l$, and rotational symmetry makes $A_j$ independent of $m$.

The orthogonality of the Clebsch–Gordan coefficients inverts the coupling:

$$C^k_q\chi_{\kappa_bm'}=\sum_j\langle kq\,j_bm'|jm\rangle A_j\,\chi_{\kappa m},\qquad m=q+m'.$$

Project this on $\chi_{\kappa_am}$. If $l_a+k+l_b$ is even, the spinor of $a$ is the one that occurs for $j=j_a$, and

$$\langle a m|C^k_q|b m'\rangle=A\,\langle kq\,j_bm'|j_am\rangle,\qquad A=A_{j_a}.$$

If $l_a+k+l_b$ is odd, the element vanishes by parity. At fixed $m$ the squared Clebsch–Gordan coefficients sum to one over $q$ and $m'$ when $j_a,k,j_b$ satisfy the triangle condition. The angular sum in (3) is then $A^2$, whatever $m_a$ is. If the triangle condition fails, the sum is zero.

To find $A$, take $m=\frac12$ and go to the pole, where $C^k_q(\hat z)=\delta_{q0}$. The equation $\Phi_{j_a,1/2}=A\chi_{\kappa_a,1/2}$ becomes

$$\langle k0\,j_b\tfrac12|j_a\tfrac12\rangle\,\chi_{\kappa_b,1/2}(\hat z)=A\,\chi_{\kappa_a,1/2}(\hat z).$$

Square the magnitudes and use (2):

$$A^2=\frac{2j_b+1}{2j_a+1}\,\langle k0\,j_b\tfrac12|j_a\tfrac12\rangle^2 .$$

A squared Clebsch–Gordan coefficient is $2j_a+1$ times the squared 3j symbol with the last projection reversed. Permuting columns or reversing all projections changes a 3j symbol at most by a sign, which the square removes. Thus

$$A^2=(2j_b+1)\begin{pmatrix}j_a&k&j_b\\ \frac12&0&-\frac12\end{pmatrix}^2=\Lambda_k(a,b).$$

The parity condition has to be kept as a separate rule, because this 3j symbol need not vanish for odd $l_a+k+l_b$. For $p_{1/2}$, $d_{3/2}$ and $k=2$, the expression without the rule would give $2/5$. That number belongs to $s_{1/2}$, which has the same $j_a$ and the parity that $C^2_q$ produces from a $d$ spinor.

## 4. The same calculation without spin

For spherical harmonics, the coupled function

$$\sum_{q,\nu}\langle kq\,l_b\nu|l_a\mu\rangle\,C^k_qY_{l_b\nu}=B\,Y_{l_a\mu}$$

must be a multiple of $Y_{l_a\mu}$, because that is the one angular function with these quantum numbers. Inverting the coupling as before gives

$$\langle l_a\mu|C^k_q|l_b\nu\rangle=B\,\langle kq\,l_b\nu|l_a\mu\rangle. \tag{4}$$

At the pole, with $\mu=0$, the coupled equation reads

$$\langle k0\,l_b0|l_a0\rangle\sqrt{2l_b+1}=B\sqrt{2l_a+1}.$$

Squaring and changing to a 3j symbol,

$$B^2=(2l_b+1)\begin{pmatrix}l_a&k&l_b\\0&0&0\end{pmatrix}^2 .$$

This is the nonrelativistic exchange coefficient for one electron and a full $l_b$ shell. The shell holds both spins, but $C^k_q$ does not act on spin, so only electrons with the same spin as $a$ contribute. This is why the factor is $2l_b+1$ and not $2(2l_b+1)$. For odd $l_a+k+l_b$ the 3j symbol with zero projections vanishes, so here parity needs no separate rule.

## 5. Summing over both partners

For fixed $l_b$ and $|m|<l_b+\frac12$, the two partner spinors are combinations of the same two products, $Y_{l_b,m-1/2}\xi_\uparrow$ and $Y_{l_b,m+1/2}\xi_\downarrow$. Their weights $(p,s)$ and $(-s,p)$ are orthogonal and normalized, since $p^2+s^2=1$. For $|m|=l_b+\frac12$ there is one product and one spinor. The two sets therefore span the same space, and the projector onto it can be written in either basis:

$$\Pi_{l_b}=\sum_{j_b,m_b}|\chi_{\kappa_bm_b}\rangle\langle\chi_{\kappa_bm_b}|=\sum_{\nu,\sigma}|Y_{l_b\nu}\xi_\sigma\rangle\langle Y_{l_b\nu}\xi_\sigma| .$$

Write each squared element as $\langle a|C^k_q|b\rangle\langle b|C^{k\dagger}_q|a\rangle$ and sum over both partners:

$$\sum_{j_b}\Lambda_k(a,b)=\langle\chi_{\kappa_am_a}|T_k|\chi_{\kappa_am_a}\rangle,\qquad T_k=\sum_qC^k_q\,\Pi_{l_b}\,C^{k\dagger}_q .$$

Now use the second form of the projector. By (4), the matrix elements of $T_k$ within the functions of orbital angular momentum $l_a$ are

$$\langle Y_{l_a\mu}\xi_\sigma|T_k|Y_{l_a\mu'}\xi_{\sigma'}\rangle=\delta_{\sigma\sigma'}B^2\sum_{q,\nu}\langle kq\,l_b\nu|l_a\mu\rangle\langle kq\,l_b\nu|l_a\mu'\rangle=\delta_{\sigma\sigma'}\delta_{\mu\mu'}B^2 .$$

The last step is the orthogonality of the Clebsch–Gordan coefficients. If the triangle condition on $l_a,k,l_b$ fails, both $B$ and the matrix element are zero.

Within $l_a$, then, $T_k$ is the number $B^2$. The spinor $\chi_{\kappa_am_a}$ is a normalized combination of functions with this $l_a$, so its expectation value is $B^2$ for either $j_a$. This proves (1).

Physically, a shell with both partners filled and a common radial function has no preferred coupling of spin to orbital motion. An electron outside it then has an exchange coefficient that depends on $l_a$ and not on $j_a$. With one partner filled, this argument does not apply, because the projector on a single $j_b$ does act on spin. An open subshell is also outside the result, since the sum over $m_b$ is then incomplete.

## 6. Direct terms and full shells

For the direct interaction the density of the closed subshell enters. The sum $\sum_m\chi_{\kappa m}^\dagger\chi_{\kappa m}$ is unchanged by rotations, hence constant over the sphere, and normalization makes it $(2j+1)/4\pi$. Its integral with $C^k_q$ vanishes for $k>0$ and equals $2j+1$ for $k=0$. With a common direct integral $F^0(a,b)$, the partners together give

$$\sum_{j_b}(2j_b+1)F^0=\left[2l_b+2(l_b+1)\right]F^0=2(2l_b+1)F^0 .$$

For two different full shells, multiply (1) by the number of electrons $2j_a+1$ and sum over $j_a$. If all partner pairs share one $G^k$, the exchange energy is

$$E_x=-2(2l_a+1)(2l_b+1)\sum_k\begin{pmatrix}l_a&k&l_b\\0&0&0\end{pmatrix}^2G^k .$$

For one full shell with itself, let $N=2(2l+1)$ and let $F^k$ be the common integral. The sum over ordered pairs needs a factor $\frac12$:

$$E=\frac{N^2}{2}F^0-(2l+1)^2\sum_k\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^2F^k .$$

The squared symbol for $k=0$ is $1/(2l+1)$, so that exchange term is $-(2l+1)F^0=-\frac N2F^0$. Together with the direct term it gives $\frac12N(N-1)F^0$, the count of distinct pairs. For $k=0$ the operator is a constant, so this exchange term comes only from each electron paired with itself, and it removes the $F^0$ part of the self-interaction. For $l>0$ the self-interaction summed over the shell also has parts with $k>0$, although a $p_{1/2}$ electron, whose density is spherical, contributes nothing to them. These parts are cancelled by the corresponding parts of the remaining exchange terms.

## 7. When are the radial functions equal?

Consider a local central potential $V$ common to both partners, and let $\varepsilon$ be the energy without the rest energy. The radial equations are

$$c\left(P'+\frac\kappa rP\right)=(2c^2+\varepsilon-V)Q,\qquad c\left(Q'-\frac\kappa rQ\right)=-(\varepsilon-V)P .$$

Where $|\varepsilon-V|\ll2c^2$, the first gives $Q\approx(P'+\kappa P/r)/2c$. Insert this in the second. The product of the two first-order operators is

$$\left(\frac{d}{dr}-\frac\kappa r\right)\left(P'+\frac\kappa rP\right)=P''-\frac{\kappa(\kappa+1)}{r^2}P,$$

because the terms $\pm\kappa P'/r$ cancel. The result is

$$-\frac12P''+\frac{\kappa(\kappa+1)}{2r^2}P+VP=\varepsilon P .$$

Both $\kappa=l$ and $\kappa=-(l+1)$ give $\kappa(\kappa+1)=l(l+1)$. In this limit the partners obey the same equation and have the same $P$.

Their small components still differ. For a common $P$, the two values of $Q$ differ by $(2l+1)P/(2cr)$. Since $Q$ is of order $1/c$, it enters $\rho_{ab}$ at order $1/c^2$. Equal radial functions are thus a property of the limit $c\to\infty$. At finite $c$ each integral keeps its own weight, and the exchange magnitude is $\sum_{j_b,k}\Lambda_k(a,b)G^k(a,b)$.

## 8. Worked example: a 2p electron and a full 3d shell

**Coefficients.** Parity allows $k=1$ and $k=3$. The values of $\Lambda_k$ are:

| $j_a$ | $k$ | $d_{3/2}$ | $d_{5/2}$ | sum |
|---|---|---|---|---|
| 1/2 | 1 | 2/3 | 0 | 2/3 |
| 1/2 | 3 | 0 | 3/7 | 3/7 |
| 3/2 | 1 | 1/15 | 3/5 | 2/3 |
| 3/2 | 3 | 9/35 | 6/35 | 3/7 |

The zeros come from the triangle condition: $\frac12$ and $\frac32$ allow $k\le2$, while $\frac12$ and $\frac52$ require $k\ge2$. The division between the partners depends on $j_a$, but the sums do not. They equal the nonrelativistic coefficients $5\cdot\frac2{15}=\frac23$ and $5\cdot\frac3{35}=\frac37$.

**Common radial functions.** Take one Gaussian radial function for both $p$ partners (exponent $0.8$ bohr$^{-2}$) and one for both $d$ partners ($0.5$ bohr$^{-2}$). Then $G^1=0.279726$ and $G^3=0.178008$ hartree, and

$$X=\tfrac23(0.279726)+\tfrac37(0.178008)=0.186484+0.076289=0.262773\ \text{hartree}.$$

As a numerical check, two-electron integrals over the $jj$-coupled spinors, computed without the formulas above, give this value for both $p_{1/2}$ and $p_{3/2}$.

**Hydrogenic Dirac orbitals.** Now let the radial functions differ. The orbitals are those of a point charge $Z$, without screening, so this is a model and not a self-consistent atom. The nonrelativistic reference is

$$\frac{X_{\rm nr}}Z=\tfrac23(0.037371)+\tfrac37(0.021800)=0.034257\ \text{hartree}.$$

For $Z=80$ this is $X_{\rm nr}=2.7406$ hartree. With Dirac orbitals, the $2p_{1/2}$ electron has

$$X=\tfrac23(2.6173)+\tfrac37(1.3586)=1.7449+0.5822=2.3271\ \text{hartree},$$

where the integrals are $G^1(2p_{1/2},3d_{3/2})$ and $G^3(2p_{1/2},3d_{5/2})$. For $2p_{3/2}$ all four pairs contribute:

$$X=\tfrac1{15}(2.9879)+\tfrac35(2.9769)+\tfrac9{35}(1.7352)+\tfrac6{35}(1.7302)=2.7281\ \text{hartree}.$$

Relative to $X_{\rm nr}$, the deviations are:

| $Z$ | $2p_{1/2}$ | $2p_{3/2}$ |
|---|---|---|
| 20 | −0.79 % | −0.02 % |
| 40 | −3.25 % | −0.09 % |
| 80 | −15.09 % | −0.45 % |

For small $Z\alpha$ the deviation is proportional to $(Z\alpha)^2$, with computed factors $-0.365$ for $2p_{1/2}$ and $-0.010$ for $2p_{3/2}$. The factors were computed at $Z=20$ with $c$ enlarged eightfold, and a fourfold enlargement was required to give the same factor within $0.005$. This is a sharp test of the proportionality for $2p_{1/2}$, but only a loose one for $2p_{3/2}$, whose factor is just twice that tolerance. At $Z=80$, where $(Z\alpha)^2\approx0.34$, the leading term for $2p_{1/2}$ would be about $-12$ %, so higher orders are visible.

The coefficients in the $2p_{1/2}$ sum are still $\frac23$ and $\frac37$; its deviation lies in the integrals. Compared with their nonrelativistic values of 2.9897 and 1.7440 hartree, $G^1$ is 12 % smaller and $G^3$ is 22 % smaller.

This decrease accompanies a contraction of the orbitals. At $Z=80$ the mean radius of $2p_{1/2}$ is 0.0525 bohr, against 0.0625 bohr nonrelativistically, a reduction of 16 %. That of $3d_{3/2}$ falls by 5 %. Contracting both orbitals by one common factor would increase $G^k$, which scales as an inverse length. A common change of scale therefore cannot explain the decrease. The two orbitals contract by different amounts, which changes their overlap density; how much of the decrease this accounts for is not analysed here.

For the full $2p$ and $3d$ shells at $Z=80$, the exchange energy is

$$E_x=-\left[2(2.3271)+4(2.7281)\right]=-15.567\ \text{hartree}=-423.6\ \text{eV}.$$

The nonrelativistic value is $-6X_{\rm nr}=-16.443$ hartree $=-447.4$ eV. In this model, replacing the separate Dirac integrals by the nonrelativistic ones changes the magnitude of the intershell Coulomb exchange energy by 5.3 % of the nonrelativistic value.

These deviations refer to the Coulomb repulsion alone and are not the whole relativistic effect on exchange. The Breit interaction, left out here, contributes at the same order $(Z\alpha)^2$. With the same hydrogenic orbitals at $Z=80$, its first-order exchange term lowers the magnitude by about a further 12 % of $X_{\rm nr}$ for either $2p$ subshell, far more than the Coulomb deviation of $2p_{3/2}$.

## Computed results

```
speed of light c = 137.035999 a.u.
largest error of angular sums by quadrature = 5.8e-15
exact sum-rule cases (la, lb up to 5) = 288
Coefficients for a p electron and closed d subshells:
  ja=1/2 k=1: d3/2 2/3, d5/2 0, sum 2/3, nonrel. 2/3
  ja=1/2 k=3: d3/2 0, d5/2 3/7, sum 3/7, nonrel. 3/7
  ja=3/2 k=1: d3/2 1/15, d5/2 3/5, sum 2/3, nonrel. 2/3
  ja=3/2 k=3: d3/2 9/35, d5/2 6/35, sum 3/7, nonrel. 3/7
parity-forbidden p1/2-d3/2, k=2: 4*(3j)^2 without parity rule = 2/5
Gaussian test, exponents p 0.8, d 0.5 bohr^-2:
  G^1 = 0.27972612 hartree
  G^3 = 0.17800753 hartree
  spinor exchange sum, p1/2 = 0.26277302 hartree
  spinor exchange sum, p3/2 = 0.26277302 hartree
  nonrelativistic formula = 0.26277302 hartree
Hydrogenic 2p electron with full 3d shell:
  nonrel. G^1/Z = 1824768/48828125 = 0.03737125 hartree
  nonrel. G^3/Z = 1064448/48828125 = 0.02179990 hartree
  nonrel. exchange magnitude/Z = 0.03425698 hartree
  deviation/(Z alpha)^2 for small Z alpha, 2p1/2 = -0.3652
  deviation/(Z alpha)^2 for small Z alpha, 2p3/2 = -0.0099
  Z=20: nonrel. exchange magnitude = 0.685140 hartree
    2p1/2: 0.679751 hartree, deviation -0.787 %
    2p3/2: 0.684992 hartree, deviation -0.022 %
  Z=40: nonrel. exchange magnitude = 1.370279 hartree
    2p1/2: 1.325681 hartree, deviation -3.255 %
    2p3/2: 1.369027 hartree, deviation -0.091 %
  Z=80: nonrel. exchange magnitude = 2.740558 hartree
    2p1/2: 2.327125 hartree, deviation -15.086 %
    2p3/2: 2.728140 hartree, deviation -0.453 %
Z=80 mean radii in bohr:
  2p: j=l-1/2 0.052474, j=l+1/2 0.060323, nonrel. 0.062500
  3d: j=l-1/2 0.125245, j=l+1/2 0.129099, nonrel. 0.131250
Z=80 Slater integrals with nonzero weight, hartree:
  G^1(2p1/2,3d3/2) = 2.617314
  G^3(2p1/2,3d5/2) = 1.358582
  G^1(2p3/2,3d3/2) = 2.987876
  G^3(2p3/2,3d3/2) = 1.735228
  G^1(2p3/2,3d5/2) = 2.976907
  G^3(2p3/2,3d5/2) = 1.730182
  nonrel. G^1(2p,3d) = 2.989700
  nonrel. G^3(2p,3d) = 1.743992
Z=80 exchange energy between full 2p and full 3d shells:
  Dirac: -15.56681 hartree = -423.595 eV
  nonrel.: -16.44335 hartree = -447.446 eV
```
